# Annealing a Surface-Truncated Gaussian Implant under a Reflecting Boundary

## Result and conventions

A solid fills the half-line \(x>0\), with its surface at \(x=0\). Write a normalized Gaussian of mean \(m\) and variance \(v\) as

\[
g(x;m,v)=\frac{1}{\sqrt{2\pi v}}\exp\left[-\frac{(x-m)^2}{2v}\right].
\]

Immediately after implantation the dopant concentration is

\[
C_0(x)=\Phi\,g(x;R,\sigma^2),\qquad x>0 .
\]

Here \(R\) is the centre of the Gaussian, \(\sigma\) its width, and \(\Phi\) the area of the complete Gaussian, including the part at \(x<0\) that is absent from the solid. The dopant then diffuses for a time \(t\) with constant diffusivity \(D\), and none crosses the surface. With

\[
s=2Dt,\qquad V=\sigma^2+s,\qquad
a_\pm=\frac{Rs\pm x\sigma^2}{\sigma\sqrt{2sV}},
\]

the concentration for \(t>0\) is

\[
C(x,t)=\frac{\Phi}{2}\Big\{g(x;R,V)\,[1+\operatorname{erf}a_+]
+g(x;-R,V)\,[1+\operatorname{erf}a_-]\Big\}.
\tag{1}
\]

There are two Gaussians, centred at \(R\) and at its mirror image \(-R\), each with its variance increased by \(2Dt\). Each is multiplied by a factor \(\tfrac12[1+\operatorname{erf}a_\pm]\) between 0 and 1. Because the factors depend on \(x\), the two products are not themselves Gaussians.

The retained dose is the area of \(C_0\) over \(x>0\). Substituting \(u=(x-R)/(\sqrt2\,\sigma)\),

\[
Q=\frac{\Phi}{\sqrt\pi}\int_{-R/(\sqrt2\sigma)}^{\infty}e^{-u^2}du
=\frac{\Phi}{2}\left[1+\operatorname{erf}\frac{R}{\sqrt2\,\sigma}\right].
\tag{2}
\]

If the dose known to be in the solid is \(Q\), equation (2) must first be solved for \(\Phi\).

## The reflecting boundary

The problem to be solved is

\[
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2},\qquad
\left.\frac{\partial C}{\partial x}\right|_{x=0}=0,\qquad
C(x,0)=C_0(x),
\]

with \(C\) and its slope vanishing at great depth. On an unbounded line, a unit amount released at \(y\) spreads into \(g(x-y;0,s)\). To use this kernel, extend the initial profile evenly, so that its value at \(-y\) equals its value at \(y\). Diffusion treats left and right alike, so the profile stays even. For \(t>0\) it is also smooth, and a smooth even function has zero slope at the origin. The boundary condition is therefore met.

Folding the integral over negative \(y\) onto positive \(y\) gives

\[
C(x,t)=\int_0^\infty C_0(y)\,[g(x-y;0,s)+g(x+y;0,s)]\,dy .
\tag{3}
\]

The first kernel is direct spreading; the second comes from the image source at \(-y\).

This is the only decaying solution. Let \(w\) be the difference of two solutions with the same initial profile. Multiply its diffusion equation by \(w\) and integrate by parts:

\[
\frac{d}{dt}\int_0^\infty\frac{w^2}{2}\,dx
=D\left[w\frac{\partial w}{\partial x}\right]_0^\infty
-D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx .
\]

The bracket vanishes at both ends. The integral on the left starts at zero, cannot grow, and cannot be negative, so \(w=0\).

## Completing the square

The direct part of (3) contains \(g(y;R,\sigma^2)\,g(x-y;0,s)\). Its exponent is \(-E/2\), where

\[
E=\frac{(y-R)^2}{\sigma^2}+\frac{(x-y)^2}{s}.
\]

The coefficient of \(y^2\) is \(1/\sigma^2+1/s=V/(\sigma^2s)\). The term linear in \(y\) is

\[
-2y\left(\frac{R}{\sigma^2}+\frac{x}{s}\right)
=-2y\,\frac{Rs+x\sigma^2}{\sigma^2s}.
\]

Define

\[
v=\frac{\sigma^2s}{V},\qquad m=\frac{Rs+x\sigma^2}{V}.
\]

The quadratic and linear terms are then \(y^2/v-2ym/v\), and hence

\[
E=\frac{(y-m)^2}{v}+\frac{R^2}{\sigma^2}+\frac{x^2}{s}-\frac{m^2}{v}.
\]

Put the last three terms over the common denominator \(\sigma^2sV\). Their numerator is

\[
(R^2s+x^2\sigma^2)(\sigma^2+s)-(Rs+x\sigma^2)^2 .
\]

The terms \(R^2s^2\) and \(x^2\sigma^4\) cancel, leaving

\[
\sigma^2s\,(R^2+x^2-2Rx)=\sigma^2s\,(x-R)^2 .
\]

Therefore \(E=(y-m)^2/v+(x-R)^2/V\). The prefactors also match, because \(Vv=\sigma^2s\):

\[
\frac{1}{2\pi\sqrt{\sigma^2s}}=\frac{1}{\sqrt{2\pi V}}\,\frac{1}{\sqrt{2\pi v}} .
\]

The product is thus

\[
g(y;R,\sigma^2)\,g(x-y;0,s)=g(x;R,V)\,g(y;m,v).
\tag{4}
\]

## Where the error functions come from

The first Gaussian on the right of (4) does not depend on \(y\). The second is integrated over \(y>0\), because the implant exists only there. With \(u=(y-m)/\sqrt{2v}\),

\[
\int_0^\infty g(y;m,v)\,dy
=\frac1{\sqrt\pi}\int_{-m/\sqrt{2v}}^\infty e^{-u^2}du
=\frac12\left[1+\operatorname{erf}\frac{m}{\sqrt{2v}}\right].
\]

The argument is

\[
\frac{m}{\sqrt{2v}}
=\frac{Rs+x\sigma^2}{V}\,\frac{\sqrt V}{\sigma\sqrt{2s}}
=\frac{Rs+x\sigma^2}{\sigma\sqrt{2sV}}=a_+ .
\]

This gives the first term of (1). For the image part, \(g(x+y;0,s)=g(-x-y;0,s)\), so it is the direct part evaluated at \(-x\). That replacement turns \(a_+\) into \(a_-\), and \(g(-x;R,V)=g(x;-R,V)\). The second term follows, which completes the derivation.

The factor has a simple meaning. Suppose a complete Gaussian spread on an unbounded line. Among the atoms found at \(x\), equation (4) says that the starting positions have mean \(m\) and variance \(v\). The factor \(\tfrac12[1+\operatorname{erf}a_+]\) is the fraction that started at \(y>0\). Truncation removes the others.

## Short times

Take \(x>0\) fixed and let \(s\to0\). Then \(V\to\sigma^2\) and

\[
a_\pm\to\pm\frac{x}{\sqrt{2s}}\to\pm\infty .
\]

The direct factor tends to 1 and the image factor to 0, so (1) returns to \(C_0(x)\). At the surface itself both factors tend to \(\tfrac12\), and the two equal terms add up to \(C_0(0)\).

For any \(t>0\), setting \(x=0\) in (1) gives

\[
C(0,t)=\Phi\,g(0;R,V)\,[1+\operatorname{erf}a_0],\qquad
a_0=\frac{R\sqrt s}{\sigma\sqrt{2V}} .
\tag{5}
\]

When \(s\ll\sigma^2\) and \(R\sqrt s\ll\sigma^2\), replace \(V\) by \(\sigma^2\) and use \(\operatorname{erf}z\approx2z/\sqrt\pi\). Then

\[
\frac{C(0,t)}{C_0(0)}\approx
1+\frac{2}{\sqrt\pi}\,\frac{R\sqrt{2Dt}}{\sqrt2\,\sigma^2}
=1+\frac{2R}{\sigma^2}\sqrt{\frac{Dt}{\pi}} .
\tag{6}
\]

For \(R>0\) the surface concentration first rises. The initial profile has slope \(C_0(0)R/\sigma^2>0\) at the surface, which drives dopant towards the surface, where it cannot leave. The initial profile thus violates the zero-slope condition, and diffusion repairs the mismatch in a layer whose thickness at first grows as \(\sqrt{Dt}\).

## Dose and long times

Integrating the diffusion equation over the solid gives

\[
\frac{d}{dt}\int_0^\infty C\,dx
=D\left[\frac{\partial C}{\partial x}\right]_0^\infty=0 .
\]

The dose stays at \(Q\), not \(\Phi\). The image term carries the part of \(Q\) that would have crossed to \(x<0\) in an unbounded medium, because its integral over \(x>0\) equals the integral of the direct term over \(x<0\).

For long times, keep \(x/\sqrt s\) fixed while \(s\) becomes much larger than \(R^2\) and \(\sigma^2\). Dividing the numerator and denominator of \(a_\pm\) by \(s\),

\[
a_\pm=\frac{R\pm x\sigma^2/s}{\sigma\sqrt{2V/s}}
\to\frac{R}{\sqrt2\,\sigma}.
\]

Both Gaussians tend to \(g(x;0,s)\). Their sum is \(\Phi[1+\operatorname{erf}(R/\sqrt2\sigma)]\,g(x;0,s)=2Q\,g(x;0,s)\), or

\[
C(x,t)\to\frac{Q}{\sqrt{\pi Dt}}\exp\left(-\frac{x^2}{4Dt}\right).
\]

The implant then looks like a dose \(Q\) placed at the surface. The error-function factors have not become 1; they have become the constant \(Q/\Phi\).

## What happens if the factors are omitted

Without the factors the expression is

\[
F(x,t)=\Phi\,[g(x;R,V)+g(x;-R,V)] .
\]

This also obeys the diffusion equation and has zero slope at the surface, but it belongs to another initial state. Since \(1-\tfrac12(1+\operatorname{erf}a)=\tfrac12\operatorname{erfc}a\),

\[
F-C=\frac\Phi2\Big[g(x;R,V)\operatorname{erfc}a_+
+g(x;-R,V)\operatorname{erfc}a_-\Big].
\]

By (4), \(\tfrac12\operatorname{erfc}a_+\) is the integral of \(g(y;m,v)\) over \(y<0\), and \(\tfrac12\operatorname{erfc}a_-\) is the same integral with \(x\) replaced by \(-x\) in \(m\). The two terms describe the missing tail, folded back into the solid as \(\Phi g(-y;R,\sigma^2)\) and then annealed. The excess dose is constant:

\[
\int_0^\infty(F-C)\,dx=\Phi-Q
=\frac\Phi2\operatorname{erfc}\frac{R}{\sqrt2\,\sigma}.
\]

At the surface, \(F/C=2/(1+\operatorname{erf}a_0)\). For \(R>0\), because \(s/V\) grows from 0 to 1, this ratio falls from 2 at the start to \(\Phi/Q\) at late times. A large \(R/\sigma\) makes the dose error small, but does not remove the initial factor of 2 at the surface; it makes the concentration there small.

## Two related cases

If the diffusivity varies with time but not with position or concentration, let \(\tau=\int_0^tD(t')\,dt'\). Dividing the diffusion equation by \(D(t)\) gives \(\partial C/\partial\tau=\partial^2C/\partial x^2\). Equation (1) still holds with \(s=2\tau\), so a temperature ramp needs no new profile formula under this assumption.

If the surface instead holds \(C=0\), the initial profile must be extended as an odd function. The image kernel in (3) changes sign, and so does the second term of (1). The error-function factors are unchanged: they record where the implant started, while the sign of the image records what the surface does.

## Worked example: the annealed profile

Take round parameters in the rough regime of low-energy boron in silicon:

- \(\Phi=10^{13}\ \mathrm{cm^{-2}}\), \(R=30\) nm and \(\sigma=20\) nm
- \(D=1.5\times10^{-14}\ \mathrm{cm^2/s}=1.5\ \mathrm{nm^2/s}\), for 300 s at 1273 K
- an opposite background doping of \(10^{17}\ \mathrm{cm^{-3}}\)

The variances are

\[
s=2(1.5)(300)=900\ \mathrm{nm^2},\qquad
V=400+900=1300\ \mathrm{nm^2},
\]

so the width grows from 20 to 36.1 nm. Equation (2) gives \(Q=9.33\times10^{12}\ \mathrm{cm^{-2}}\); the missing tail is 6.7% of \(\Phi\).

At the surface,

\[
a_0=\frac{30\times900}{20\sqrt{2\times900\times1300}}=0.883,
\]

and each factor is 0.894. Each broadened Gaussian contributes half of the unfactored value \(1.565\times10^{18}\ \mathrm{cm^{-3}}\), so

\[
C(0,t)=0.894\times1.565\times10^{18}
=1.40\times10^{18}\ \mathrm{cm^{-3}} .
\]

Omitting the factors overstates this concentration by 11.9%. The surface started at \(6.48\times10^{17}\ \mathrm{cm^{-3}}\). Its largest value during the anneal is \(1.413\times10^{18}\ \mathrm{cm^{-3}}\), about 1% above the final one: the surface has filled and has begun to decline.

After 1 s the early law (6) predicts a surface rise of 10.4%, and the full integral gives 10.8%. The next correction comes from the change of \(V\) in \(g(0;R,V)\). To first order it adds \(s(R^2-\sigma^2)/(2\sigma^4)=3\times500/320000\), or 0.47%. This is slightly more than the actual difference of 0.445 percentage points; higher orders remove the excess.

At 60 nm the factors are 0.991 and 0.555. The direct and image terms are \(7.76\times10^{17}\) and \(2.7\times10^{16}\ \mathrm{cm^{-3}}\), so the image is already minor. Over the whole solid it carries 17% of the retained dose.

The metallurgical junction, where \(C\) equals the background, moves from 78.9 to 109.1 nm. Omitting the factors while keeping \(\Phi\) moves it by a further 0.09 nm only. If \(\Phi\) is also replaced by the retained dose \(Q\), the junction comes out 1.0 nm too shallow. In this example truncation matters for the surface concentration and the dose, and hardly for the junction provided that the correct \(\Phi\) is used.

Equation (1) was also tested against a finite-volume solution that starts from \(C_0\) and imposes zero surface flux. After 300 s the largest difference, relative to the peak, was \(5.6\times10^{-5}\) with 1 nm cells and \(1.4\times10^{-5}\) with 0.5 nm cells. The fourfold fall is that of a second-order discretization error.

## How far the real case departs from the model

The estimates below use rough material inputs. Unless stated otherwise, each changes one assumption and holds the others fixed; the shifts are relative to the 109.1 nm junction and need not add.

**Concentration-dependent diffusion.** Take an intrinsic carrier density \(n_i\approx10^{19}\ \mathrm{cm^{-3}}\) at 1273 K. For ionized acceptors, neutrality and \(np=n_i^2\) give \(p=(C+r)/2\), with \(r=\sqrt{C^2+4n_i^2}\). Assume that the boron diffusivity is proportional to \(p\). Zero hole current sets up a field \((k_BT/q)\,p'/p\), where \(p'/p=C'/r\). It drives the negative acceptors down their own gradient and multiplies the diffusivity by \(1+C/r\). Together,

\[
D_{\rm eff}=D\,\frac{C+r}{2n_i}\left(1+\frac Cr\right).
\]

At the initial peak, \(C/n_i=0.20\) and \(D_{\rm eff}/D=1.21\). Solving the nonlinear equation deepens the junction by 1.0 nm; halving the mesh and time step changes this by 0.003 nm. This neutrality condition leaves out the background donors; including them lowers the shift to 0.9 nm. The result also depends on the rough \(n_i\): a common fit for silicon gives about \(7\times10^{18}\ \mathrm{cm^{-3}}\), for which the shift without donors is 1.4 nm.

**Transient enhanced diffusion.** Implant damage releases silicon interstitials, which speed up boron diffusion. Assume one excess interstitial per retained ion, released at \(R\), and a surface that absorbs them perfectly. Let \(A(x)\) be their excess concentration integrated over all time. Integrating their diffusion equation gives \(D_IA''=-Q\,\delta(x-R)\), with \(A(0)=0\) and \(A\) bounded. Thus \(A\) rises linearly to \(QR/D_I\) at \(R\) and is constant beyond. If boron diffuses in proportion to the interstitial concentration, whose equilibrium value is \(C_I^*\), the extra \(Dt\) beyond \(R\) is

\[
\Delta(Dt)=\frac{D\,Q\,R}{D_IC_I^*}.
\]

With \(D_IC_I^*\approx5\times10^6\ \mathrm{cm^{-1}s^{-1}}\) at 1273 K, this is 8.4 nm², against \(Dt=450\ \mathrm{nm^2}\). Applied at all depths, it moves the junction by 0.4 nm. If all the damage is instead released at 1023 K during a slow ramp, the ratio \(D/(D_IC_I^*)\) is larger. A rough activation-energy difference of 1.3 eV gives 152 nm² and, again applied at all depths, a shift of 6.9 nm. If the excess instead falls linearly to zero between \(R\) and the surface, and the boron flux follows the gradient of the product of the boron and interstitial concentrations, the shift is 6.4 nm. Both slow-ramp shifts treat the silicon as intrinsic. At 1023 K, however, \(n_i\) is only about \(1.3\times10^{18}\ \mathrm{cm^{-3}}\), below the initial boron peak. Including the hole-dependent diffusivity and the field at that temperature raises the two shifts to roughly 10 and 9 nm. They depend strongly on the rough activation-energy difference: 1.1 eV gives about 7 and 6 nm, and 1.5 eV about 15 and 14 nm. They depend as strongly on the rough \(D_IC_I^*\), to which the extra \(Dt\) is inversely proportional: half the value used here, which lies within the spread of self-diffusion fits, gives about 300 nm² at 1.3 eV and shifts of about 18 to 19 and 16 to 17 nm.

**Shape and temperature.** Suppose that channelling puts 10% of the retained dose into an exponential tail that starts at \(R\) and has a decay length of 30 nm. The annealed junction is then 4.2 nm deeper. A temperature 10 K too high, with a rough activation energy of 3.5 eV, raises \(D\) by 28% and deepens the junction by 5.8 nm.

**A surface that is not closed.** A 1 nm oxide may take up boron. If its concentration is at most three times that of the adjacent silicon, its uptake cannot exceed

\[
3\times1.413\times10^{18}\times10^{-7}
=4.2\times10^{11}\ \mathrm{cm^{-2}},
\]

or 4.5% of \(Q\). Uptake lowers the silicon concentration, so using the no-loss maximum gives a ceiling. The ceiling covers only boron dissolved in the oxide; trapping at the interface and loss through the oxide to the gas are not included.

The chosen dose is light. Source and drain implants are roughly a hundred times heavier; with the same \(R\) and \(\sigma\) the initial peak would be 20 to 30 times \(n_i\), and a constant \(D\) would not be a fair starting point. For the light implant here, the largest of the estimated junction shifts is the roughly 10 nm from damage released during a slow ramp. That is about 9% of the junction depth, but a third of the 30.1 nm moved during the anneal. Equation (1) is exact for its stated boundary-value problem; as a prediction for a device, its junction depth is uncertain already in the second figure. Concentration-dependent diffusion, slow-ramp damage, channelling and the 10 K error, all acting together at the sizes assumed here, deepen the junction by roughly 18 to 20 nm when the lower \(n_i\) at 1023 K is included. Further values are in the numerical output.

## Values computed for the example and the checks

```
complete Gaussian area Phi = 1.000e+13 cm^-2
centre R = 30.0 nm, width sigma = 20.0 nm
diffusivity D = 1.50e-14 cm^2/s = 1.50 nm^2/s
anneal time = 300 s, temperature = 1273 K
background doping = 1.00e+17 cm^-3
added variance 2Dt = 900.0 nm^2
total variance V = 1300.0 nm^2
broadened width sqrt(V) = 36.056 nm
retained dose Q = 9.33193e+12 cm^-2
missing tail = 6.681 % of Phi
image-term share of Q = 17.35 %
initial peak = 1.9947e+18 cm^-3
initial surface value = 6.4759e+17 cm^-3
x=0 nm: factors 0.89400, 0.89400 (no unit)
  direct 6.9975e+17, image 6.9975e+17, sum 1.3995e+18 cm^-3
x=30 nm: factors 0.96429, 0.75596 (no unit)
  direct 1.0670e+18, image 2.0946e+17, sum 1.2764e+18 cm^-3
x=60 nm: factors 0.99080, 0.55515 (no unit)
  direct 7.7552e+17, image 2.7249e+16, sum 8.0277e+17 cm^-3
x=100 nm: factors 0.99902, 0.27394 (no unit)
  direct 1.6789e+17, image 4.5571e+14, sum 1.6835e+17 cm^-3
unfactored surface value = 1.5654e+18 cm^-3
unfactored surface excess = 11.86 %
surface growth at 1 s: integral 10.810 %
surface growth at 1 s: early law 10.365 %
junction before anneal = 78.933 nm
junction after anneal = 109.070 nm
junction shift without factors = 0.0916 nm
quadrature max error / peak = 3.2e-13
finite-volume error/peak, h=1 nm: 5.56e-05
finite-volume error/peak, h=0.5 nm: 1.39e-05
rough n_i = 1.0e+19 cm^-3; peak/n_i = 0.199
initial-peak D enhancement = 1.214
junction shift, doping and field = 0.990 nm
  change on halving mesh and time step = 0.0028 nm
rough D_I C_I* = 5.0e+06 cm^-1 s^-1
rough activation-energy difference = 1.3 eV
extra Dt, release at 1273 K = 8.40 nm^2
  junction shift = 0.404 nm
extra Dt, release at 1023 K = 152.0 nm^2
  junction shift = 6.864 nm
channelled share 10 %, length 30 nm
  junction shift = 4.194 nm
10 K hotter, rough energy 3.5 eV: D ratio 1.282
  junction shift = 5.796 nm
oxide 1 nm, rough oxide/solid ratio 3
largest surface value during anneal = 1.4134e+18 cm^-3
oxide uptake ceiling = 4.54 % of Q
```
